# Collapse of relativistic Thomas-Fermi theory at a point nucleus, part 2

Does Thomas-Fermi theory with relativistic kinetic energy give a point-nucleus atom a lowest energy? We use Hartree atomic units, with $c=137.036$. The nucleus has charge $Z>0$; the density $\rho$ holds $N$ electrons. With Fermi momentum $p_F$ and kinetic energy density $t(\rho)$,
$$\rho=\frac{1}{\pi^2}\int_0^{p_F}p^2\,dp=\frac{p_F^3}{3\pi^2},\qquad p_F=(3\pi^2\rho)^{1/3}. \tag{2}$$
$$\varepsilon(p)=\sqrt{c^2p^2+c^4}-c^2, \tag{3}$$
$$t(\rho)=\frac1{\pi^2}\int_0^{p_F}p^2\,\varepsilon(p)\,dp. \tag{4}$$
$$E[\rho]=\int t(\rho)\,d^3r-Z\int\frac{\rho}{r}\,d^3r+D[\rho],\qquad D[\rho]=\frac12\iint\frac{\rho(\mathbf r)\rho(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'. \tag{5}$$
The term $cp$ contributes to $t$
$$\frac{c}{\pi^2}\int_0^{p_F}p^3dp=\frac{c\,p_F^4}{4\pi^2}=\frac{c\,(3\pi^2)^{4/3}}{4\pi^2}\rho^{4/3}=cK\rho^{4/3},\qquad K=\frac34(3\pi^2)^{1/3}=2.320, \tag{7}$$
$$cK\rho^{4/3}-c^2\rho\le t(\rho)\le cK\rho^{4/3}. \tag{8}$$
The Euler equation, with electron potential $\phi$ and multiplier $\mu$, uses
$$\frac{dt}{d\rho}=\frac{dt/dp_F}{d\rho/dp_F}=\frac{p_F^2\,\varepsilon(p_F)/\pi^2}{p_F^2/\pi^2}=\varepsilon(p_F). \tag{9}$$
$$\varepsilon(p_F)=W,\qquad W=\frac Zr-\phi+\mu. \tag{11}$$
$$p_F^2=\frac{W^2}{c^2}+2W. \tag{12}$$
It forces a non-normalizable $r^{-3}$ density at the nucleus, with $\kappa=4(Z/c)^3/(3\pi)$ electrons per factor $e$ in radius. For $Z=80$, $\kappa=0.0844$, or $0.194$ per decade. The nonrelativistic density goes as $r^{-3/2}$.

Under the compression $\rho_\lambda(\mathbf r)=\lambda^3\rho(\lambda\mathbf r)$,
$$b[\rho]=cK\int\rho^{4/3}d^3r-Z\int\frac\rho r\,d^3r+D[\rho]. \tag{21}$$
$$\lambda\,b[\rho]-c^2N\le E[\rho_\lambda]\le\lambda\,b[\rho]. \tag{22}$$
A uniform ball of charge $q$ and radius $a$ has $b=B(q)/a$, with
$$D=\int_0^a\frac{q(r/a)^3}{r}\,\frac{3qr^2}{a^3}\,dr=\frac{3q^2}{a^6}\,\frac{a^5}{5}=\frac{3q^2}{5a}. \tag{25}$$
$$B(q)=\frac34\left(\frac{9\pi}4\right)^{1/3}c\,q^{4/3}-\frac32Zq+\frac35q^2. \tag{26}$$
$$\frac{B(q)}q=\frac34\left(\frac{9\pi}4\right)^{1/3}c\,q^{1/3}-\frac32Z+\frac35q. \tag{27}$$
For every $Z>0$ there is a critical charge $q_c$ with $B(q)<0$ for $0<q<q_c$: $q_c=0.224$ for $Z=80$ and $4.4\times10^{-7}$ for $Z=1$. The whole neutral $Z=80$ atom in one ball has $B(80)>0$.

### The proof for any electron number

Let $N>0$ be given, and choose $q$ smaller than both $N$ and $q_c$. Place $q$ in a uniform ball of radius $a<1$, and the remaining $N-q$ electrons in a fixed, bounded density $\rho_{\rm out}$ that occupies a finite region outside $r=1$. The total number is $N$ for every $a$.

The two parts do not overlap, so their kinetic energies add without a cross term. The nuclear attraction is linear in the density and also adds. In the repulsion, the cross term appears twice in the double integral, which cancels the factor $\tfrac12$. Since the ball is spherical, it acts on the outer charge as a point charge $q$ at the origin. The cross term is therefore $q\int\rho_{\rm out}/r\,d^3r$, independent of $a$. Collect all the terms that do not depend on $a$:
$$C=E[\rho_{\rm out}]+q\int\frac{\rho_{\rm out}}r\,d^3r. \tag{28}$$
Applying (8) to the ball gives
$$C+\frac{B(q)}a-c^2q\le E(a)\le C+\frac{B(q)}a. \tag{29}$$
Since $B(q)<0$, the upper bound tends to $-\infty$ as $a\to0$. Hence
$$\inf_\rho E[\rho]=-\infty\qquad\text{for every }Z>0\text{ and every }N>0. \tag{30}$$
This also excludes a minimizing density of finite energy and of any shape, spherical or not.

The result connects with uniform scaling. The coefficient (21) of the combined density is $B(q)/a$ plus a constant, so it is negative for small enough $a$. Once such a shape has been chosen, (22) shows that compressing the entire atom also lowers the energy without limit. The sign depends on the shape, and a uniform ball containing the whole atom is an unfavourable one.

### One density with energy minus infinity

If the three terms of (5) are not required to be finite, the collapse can be seen in a single normalizable density. Let $\rho$ be proportional to $r^{-s}$ near the nucleus and vanish outside some radius. An integral $\int_0r^m\,dr$ converges when $m>-1$, which gives the following conditions:

- The electron number contains $\int r^{2-s}dr$ and is finite for $s<3$.
- The kinetic energy is bounded by a multiple of $\int r^{2-4s/3}dr$, which is finite for $s<\tfrac94$.
- The attraction contains $\int r^{1-s}dr$ and is finite only for $s<2$.
- The charge inside $r$ goes as $r^{3-s}$, so the repulsion contains $\int r^{4-2s}dr$ and is finite for $s<\tfrac52$.

For $2\le s<\tfrac94$ the number, the kinetic energy and the repulsion are finite, while the attraction is infinite. With the nonrelativistic $\rho^{5/3}$ the kinetic condition is $s<\tfrac95$. Every power law of finite kinetic energy then also has finite attraction.

### The shrinking ball in numbers

Take $Z=N=80$ and $q=0.1$, with the other 79.9 electrons spread uniformly between 1 and 2 bohr. Since $0.1^{4/3}=0.04642$, (26) gives
$$B(0.1)=9.155-12.000+0.006=-2.839\ \text{hartree·bohr}. \tag{31}$$
The constant is $C=-1819.5$ hartree, and the greatest shift allowed by (29) is $c^2q=1877.9$ hartree. Quadrature of the full functional gives the middle column below.

| $a$ (bohr) | $E$ (hartree) | upper bound (hartree) |
|---|---|---|
| $10^{-3}$ | $-6.325\times10^3$ | $-4.658\times10^3$ |
| $10^{-4}$ | $-3.206\times10^4$ | $-3.021\times10^4$ |
| $10^{-5}$ | $-2.876\times10^5$ | $-2.857\times10^5$ |
| $10^{-6}$ | $-2.8424\times10^6$ | $-2.8405\times10^6$ |

At the smallest radius the energy lies 1878 hartree below the upper bound, so it has practically reached the lower one. At $a=10^{-3}$ bohr the distance is 1667 hartree, which is 211 short of the full shift. This shortfall can be estimated. From (3),
$$\varepsilon(p)-(cp-c^2)=\sqrt{c^2p^2+c^4}-cp=\frac{c^4}{\sqrt{c^2p^2+c^4}+cp}\le\frac{c^3}{2p}. \tag{32}$$
The average of $1/p$ over the Fermi sphere is $(3/p_F^3)\int_0^{p_F}p\,dp=3/(2p_F)$, so the shortfall is at most $3c^3q/(4p_F)$. In the ball $p_F=(9\pi q/4)^{1/3}/a=891$, which makes this limit 217 hartree.

The case $Z=N=1$ with $q=2\times10^{-7}$ gives $B=-6.93\times10^{-8}$ hartree·bohr. The energy is $-6.93\times10^4$ hartree at $a=10^{-12}$ bohr and ten times lower at $10^{-13}$ bohr. Such lengths have no physical meaning for an atom, but they show that the functional collapses for the lightest nucleus too.

### A finite nucleus restores a lower bound

Let the nuclear charge lie on a thin spherical shell of radius $R$. The nuclear attraction is then
$$V_{\rm nuc}(r)=\frac{Z}{\max(r,R)}\le\frac ZR. \tag{33}$$
Since $t\ge0$ and $D\ge0$,
$$E[\rho]\ge-\int V_{\rm nuc}\,\rho\,d^3r\ge-\frac{ZN}R. \tag{34}$$
The energy is bounded for each $R>0$, but the bound recedes as $R$ shrinks. To see how the energy itself behaves, consider the region near a very small nucleus. Neglect the electron repulsion there, write $V=V_{\rm nuc}$, and choose $\rho$ at each point to minimize $t(\rho)-V\rho$. For $V\gg c^2$ the minimum is at $p_F=V/c$. With (2) and (7) its value is
$$\frac{cp_F^4}{4\pi^2}-\frac{Vp_F^3}{3\pi^2}=\frac{V^4}{c^3}\left(\frac1{4\pi^2}-\frac1{3\pi^2}\right)=-\frac{V^4}{12\pi^2c^3}. \tag{35}$$
The integral of $V^4$ has an inner and an outer part:
$$\int V^4d^3r=\frac{4\pi R^3}3\,\frac{Z^4}{R^4}+4\pi Z^4\int_R^\infty\frac{dr}{r^2}=\frac{16\pi Z^4}{3R}. \tag{36}$$
The leading estimate is therefore
$$E\approx-\frac{4Z^4}{9\pi c^3R}. \tag{37}$$
For $Z=80$ this makes $RE\approx-2.252$ hartree·bohr. By (36), the part from beyond a radius $r>R$ is the fraction $3R/(4r)$ of the total, so this energy is concentrated at the nucleus.

### Self-consistent atoms with shrinking nuclei

For a shell nucleus the Euler equation, with $Z/r$ replaced by $V_{\rm nuc}$, can be solved together with the electrons' own potential. The solution is the minimum and not merely a stationary point, because the functional is convex. By (9), $dt/d\rho=\varepsilon(p_F)$ increases with $\rho$; and $D$ is a quadratic form that is never negative, being the electrostatic field energy. The neutral atom with $Z=80$ gives the following results, where $n$ is the number of electrons within $10^{-4}$ bohr.

| $R$ (bohr) | $E$ (hartree) | $RE$ (hartree·bohr) | $n$ |
|---|---|---|---|
| $10^{-4}$ | $-4.786\times10^4$ | $-4.786$ | 0.030 |
| $10^{-5}$ | $-2.531\times10^5$ | $-2.531$ | 0.226 |
| $10^{-6}$ | $-2.274\times10^6$ | $-2.274$ | 0.418 |
| $10^{-7}$ | $-2.2454\times10^7$ | $-2.2454$ | 0.608 |

The last digit of the fourth energy is sensitive to the radial grid: a logarithmic step of 0.01 gives $-2.2455\times10^7$ hartree, about 550 hartree below the converged value. The energy approaches a $1/R$ law. At the smallest radius $|RE|$ is 0.3 per cent below the estimate (37), which omits the repulsion. To first order the repulsion follows from the density used in (35). Inside the shell this density is uniform and holds $\kappa/3$ electrons. Outside, the charge within $r$ is $\kappa[\tfrac13+\ln(r/R)]$. With (25) for the inner part and $u=\ln(r/R)$ for the outer part,
$$RD=\frac35\left(\frac\kappa3\right)^2+\kappa^2\int_0^\infty\left(\frac13+u\right)e^{-u}du=\kappa^2\left(\frac1{15}+\frac43\right)=\frac75\kappa^2=0.010. \tag{38}$$
This raises the coefficient of $1/R$ to $-2.242$ hartree·bohr.

Subtracting the corrected $1/R$ term from the first three energies leaves about $-25\,400$, $-28\,900$ and $-32\,500$ hartree. This remainder falls by about 3500 hartree per decade of $R$. The fourth energy is unsuitable for this comparison: the remainder is there less than 0.2 per cent of the total, and an error of only $10^{-4}$ hartree·bohr in the coefficient of $1/R$, from higher orders of the repulsion or from the numerical grid, shifts it by 1000 hartree. The next term of the local energy accounts for such a drift. The minimum of $t-V\rho$ changes with $V$ at the rate $-\rho$. From (12) with $W=V$,
$$\rho=\frac{1}{3\pi^2}\left(\frac{V^2}{c^2}+2V\right)^{3/2}\simeq\frac{V^3}{3\pi^2c^3}\left(1+\frac{3c^2}V\right). \tag{39}$$
Integrating the second term over $V$ gives the extra energy density $-c^2V^3/(3\pi^2c^3)$, which is $-c^2$ times the leading electron density. Each further decade of the $r^{-3}$ region thus adds $-c^2\times0.1944=-3650$ hartree in the unscreened estimate, about 5 per cent more than is found.

The electron count shows the logarithm directly. Reducing $R$ from $10^{-6}$ to $10^{-7}$ bohr adds 0.190 electrons within $10^{-4}$ bohr, against the unscreened 0.194. The deficit is about 2 per cent. Screening by half an electron would lower $Z^3$ by $3\times0.5/80$, also about 2 per cent, so screening has the right size to explain it. At ten times the smallest nuclear radius the logarithmic slope of the density is $-3.00$; in the nonrelativistic solution it is $-1.50$.

The nonrelativistic energies for the same four radii are $-20\,742$, $-21\,055$, $-21\,154$ and $-21\,185$ hartree. They converge. Replacing the point nucleus by a shell changes the attraction for $r<R$ alone. With the density $r^{-3/2}$ the change is proportional to $\int_0^Rr^{1/2}(1/r-1/R)\,dr$, which scales as $R^{1/2}$. The successive differences, 313, 99 and 31 hartree, indeed shrink by about $\sqrt{10}$ each time.

### What the collapse says about real atoms

The radius $10^{-4}$ bohr is 5.3 fm, the size of a heavy nucleus. Even there the relativistic Thomas-Fermi energy is more than twice the nonrelativistic one, and it depends strongly on $R$. It is not a usable estimate of the energy of an atom.

The theory itself shows why. Treating the electrons at each point as a uniform gas requires the wavelength, of order $1/p_F$, to be short compared with the distance $r$ over which the potential changes. In the $r^{-3}$ region $p_Fr=Z/c$, which is $0.58$ for $Z=80$ and less than 1 for every $Z<137$. The condition is violated throughout that region, however small $r$ becomes. In the nonrelativistic region $p_Fr=\sqrt{2Zr}$, so the condition already fails for $r$ below about $1/(2Z)$. For $Z<c$ this radius is larger than $Z/(2c^2)$, where the relativistic law sets in. The collapsing ball fares no better. Its Fermi momentum obeys $p_Fa=(9\pi q/4)^{1/3}$, and by (27) a negative $B(q)$ requires $\tfrac34c\,p_Fa<\tfrac32Z$, or $p_Fa<2Z/c$. This is $1.17$ for $Z=80$, so the wavelength is not short compared with the size of the ball. Both the non-integrable density and the unbounded energy therefore arise where the local kinetic energy functional has lost its justification. They are properties of the functional (5), and they do not show that a real atom with $Z<137$ collapses.

## Computed results

```
speed of light c = 137.0360 a.u.
kinetic constant K = 2.32025
Z = N = 80, Z/c = 0.5838
r^-3 coefficient Z^3/(3 pi^2 c^3) = 6.71962e-03
electrons per e-fold of radius = 0.08444
electrons per decade of radius = 0.19443
-- trial density: charge q in a ball, rest in shell 1-2 bohr
q = 0.1, B(q) = -2.8387 hartree*bohr
critical q, Z=80: 0.2244
critical q, Z=1: 4.398e-07
B(80), whole atom in ball = 62232.3 hartree*bohr
constant part of energy = -1819.5 hartree
largest downward shift c^2 q = 1877.9 hartree
a = 1e-03 bohr: E = -6.325340e+03 hartree, upper bound = -4.658168e+03 hartree
a = 1e-04 bohr: E = -3.206254e+04 hartree, upper bound = -3.020631e+04 hartree
a = 1e-05 bohr: E = -2.875635e+05 hartree, upper bound = -2.856878e+05 hartree
a = 1e-06 bohr: E = -2.842380e+06 hartree, upper bound = -2.840502e+06 hartree
Z=1, q=2e-07: B = -6.9300e-08 hartree*bohr
Z=1, a = 1e-12 bohr: E = -6.9300e+04 hartree
Z=1, a = 1e-13 bohr: E = -6.9300e+05 hartree
-- self-consistent, shell nucleus of radius R, Z=80
1e-4 bohr = 5.292 fm
R = 1e-04 bohr: E_rel = -4.78595e+04 hartree, E_nonrel = -2.07416e+04 hartree
   R*E_rel = -4.7860 hartree*bohr, electrons within 1e-4 bohr = 0.0299
R = 1e-05 bohr: E_rel = -2.53121e+05 hartree, E_nonrel = -2.10546e+04 hartree
   R*E_rel = -2.5312 hartree*bohr, electrons within 1e-4 bohr = 0.2262
R = 1e-06 bohr: E_rel = -2.27430e+06 hartree, E_nonrel = -2.11537e+04 hartree
   R*E_rel = -2.2743 hartree*bohr, electrons within 1e-4 bohr = 0.4181
R = 1e-07 bohr: E_rel = -2.24550e+07 hartree, E_nonrel = -2.11850e+04 hartree
   R*E_rel = -2.2455 hartree*bohr, electrons within 1e-4 bohr = 0.6083
predicted limit of R*E_rel = -2.2518 hartree*bohr
gain in electrons, R 1e-6 to 1e-7 bohr = 0.1902
slope dln(rho)/dln(r) at 10R, R=1e-7: rel -3.0025, nonrel -1.5000
nonrel E/T at R=1e-7 = -1.00034
```
